# Sum-rule bounds on the off-resonant second hyperpolarizability in three levels

A system of \(N\) non-relativistic electrons has the Hamiltonian \(H\), in which the potential energy depends on positions alone and there is no magnetic field. Apart from spin, its ground state \(|0\rangle\) is non-degenerate, and its eigenstates \(|n\rangle\), with energies \(E_n\), are chosen real. Let \(x\) be the sum of the electron coordinates along a static field \(F\), with matrix elements \(x_{nm}\), and let \(E_{nm}=E_n-E_m\). Sums over states include the continuum where there is one.

The dipole moment along the field is expanded as a power series,
\[
p=p_0+\alpha F+\beta F^2+\gamma F^3+\dots
\]
If the series is written with factors \(1/n!\) instead, its second hyperpolarizability is \(6\gamma\). The static \(\gamma\) is the off-resonant limit, in which all optical frequencies are small compared with \(E_{10}/\hbar\). Since \(x\) does not act on spin, only states with the spin of the ground state matter, and \(E_{10}\) is the lowest excitation energy among them.

The question is how large \(\gamma\) can be, of either sign, when \(N\) and \(E_{10}\) are given.

## (a) Express \(\gamma\) through energies and matrix elements of \(x\)

**Solution.** Electrons of charge \(-e\) have the field energy \(eFx\). The part \(eFx_{00}\) shifts the ground energy linearly in \(F\) and does not affect \(\gamma\). The remaining perturbation is \(V=eF\bar x\), with \(\bar x=x-x_{00}\) and \(\langle0|V|0\rangle=0\).

Write the perturbed state as \(|0\rangle+|\chi\rangle\), with \(\langle0|\chi\rangle=0\), and its remaining energy shift as \(\delta\). The Schrödinger equation is
\[
(H-E_0)|\chi\rangle=(\delta-V)(|0\rangle+|\chi\rangle).
\]
Projection on \(\langle0|\) gives \(\delta=\langle0|V|\chi\rangle\). With \(R=\sum_{n\neq0}|n\rangle\langle n|/E_{n0}\), which annihilates \(|0\rangle\), the other components give
\[
|\chi\rangle=-RV|0\rangle+R(\delta-V)|\chi\rangle .
\]
Order by order in \(F\),
\[
\chi_1=-RV|0\rangle,\qquad \delta_2=-\langle VRV\rangle,\qquad \chi_2=RVRV|0\rangle,
\]
\[
\chi_3=R(\delta_2\chi_1-V\chi_2),
\]
where the brackets denote ground-state expectation values. Therefore
\[
\delta_4=\langle0|V|\chi_3\rangle=\langle VRV\rangle\langle VR^2V\rangle-\langle VRVRVRV\rangle .
\]
Because \(p=-dE/dF\), the energy contains \(-\gamma F^4/4\), so \(\gamma=-4\delta_4/F^4\). Define
\[
w_m=\sum_{n\neq0}\frac{\bar x_{mn}x_{n0}}{E_{n0}} .
\]
Then
\[
\gamma=4e^4\left[\sum_{m\neq0}\frac{w_m^2}{E_{m0}}-\left(\sum_{n\neq0}\frac{x_{0n}^2}{E_{n0}}\right)\left(\sum_{n\neq0}\frac{x_{0n}^2}{E_{n0}^2}\right)\right].
\]
The first term is never negative and the second is never positive. The two signs of \(\gamma\) thus have separate sources.

## (b) Find a lower bound valid for the complete spectrum

**Solution.** Only the kinetic energy fails to commute with \(x\). If \(P\) is the total momentum along the field, then \([x,H]=i\hbar P/m\) and \([P,x]=-i\hbar N\). Hence
\[
[[x,H],x]=2xHx-Hx^2-x^2H=\frac{N\hbar^2}{m}.
\]
Take the element between \(\langle n|\) and \(|m\rangle\), insert a complete set of states and divide by two:
\[
\sum_k\left[E_k-\tfrac12(E_n+E_m)\right]x_{nk}x_{km}=K\delta_{nm},\qquad K=\frac{N\hbar^2}{2m}.
\]
This will be called rule \((n,m)\). Rule \((0,0)\) reads \(\sum_nE_{n0}x_{0n}^2=K\). Since \(E_{n0}\ge E_{10}\),
\[
\sum_{n\neq0}\frac{x_{0n}^2}{E_{n0}}=\sum_{n\neq0}\frac{E_{n0}x_{0n}^2}{E_{n0}^2}\le\frac{K}{E_{10}^2},\qquad
\sum_{n\neq0}\frac{x_{0n}^2}{E_{n0}^2}\le\frac{K}{E_{10}^3}.
\]
Dropping the non-negative first term of \(\gamma\) gives
\[
\gamma\ge-\frac{4e^4K^2}{E_{10}^5}=-\gamma_0,\qquad
\gamma_0=\frac{e^4\hbar^4}{m^2}\frac{N^2}{E_{10}^5}.
\]
The factor \(N^2\) comes from two factors of \(K\). Three of the five powers of \(1/E_{10}\) are energy denominators, and two come from converting oscillator strength into squared matrix elements.

A two-level model with \(x_{11}=x_{00}\) and \(x_{01}^2=K/E_{10}\) has \(w_1=0\) and reaches \(-\gamma_0\). It obeys rule \((0,0)\) but gives \(-K\) instead of \(K\) in rule \((1,1)\). The estimate above proves the inequality for the complete spectrum, but this model does not show that a real potential can reach it.

## (c) Determine the matrix elements of a three-level model

Keep the states 0, 1 and 2, and use rules \((0,0)\), \((1,1)\), \((0,1)\) and \((0,2)\).

**Solution.** Introduce
\[
x_{\max}^2=\frac{K}{E_{10}},\quad X=\frac{|x_{01}|}{x_{\max}},\quad s=X^2,\quad E=\frac{E_{10}}{E_{20}},
\]
with \(0<E<1\). Rule \((0,0)\) allows \(0\le X\le1\); take \(0<X<1\) first. The signs of the states can be chosen so that \(x_{01},x_{02}>0\). Reversing the \(x\) axis, followed by a sign change of \(|0\rangle\), then makes \(x_{12}>0\) if necessary. This leaves \(\gamma\) unchanged, because \(\gamma\) is even in \(x\).

The diagonal rules are
\[
E_{10}x_{01}^2+E_{20}x_{02}^2=K,\qquad E_{21}x_{12}^2-E_{10}x_{01}^2=K .
\]
With \(E_{10}x_{01}^2=Ks\) and \(E_{21}=E_{10}(1-E)/E\), they give
\[
x_{02}^2=E(1-s)\,x_{\max}^2,\qquad x_{12}^2=\frac{E(1+s)}{1-E}\,x_{\max}^2 .
\]
Let \(\Delta_n=x_{nn}-x_{00}\). Twice the rules \((0,1)\) and \((0,2)\) are
\[
E_{10}x_{01}\Delta_1+(E_{20}+E_{21})x_{02}x_{12}=0,
\]
\[
(2E_{10}-E_{20})x_{01}x_{12}+E_{20}x_{02}\Delta_2=0 .
\]
Here \((E_{20}+E_{21})/E_{10}=(2-E)/E\) and \((E_{20}-2E_{10})/E_{20}=1-2E\). Inserting the elements already found gives
\[
\Delta_1=-x_{\max}\frac{(2-E)\sqrt{1-s^2}}{X\sqrt{1-E}},\qquad
\Delta_2=x_{\max}\frac{(1-2E)X}{\sqrt{1-E}}\sqrt{\frac{1+s}{1-s}} .
\]

Rule \((2,2)\) cannot be kept. Its left side in three levels is
\[
-E_{20}x_{02}^2-E_{21}x_{12}^2=-K(1-s)-K(1+s)=-2K,
\]
whereas the right side is \(K\). In a complete spectrum, the levels above 2 supply the missing positive terms. Rule \((1,2)\) is also dropped, and the elements above do not satisfy it in general. The three-level ansatz is the assumption that these elements may nevertheless be used to find the extreme values of \(\gamma\). The choice of rules is part of the assumption. If \(\Delta_2\) were fixed by rule \((1,2)\) instead of \((0,2)\), it would equal \(\Delta_1+(E_{10}+E_{20})x_{01}x_{02}/(E_{21}x_{12})\). It would then diverge like \(1/X\) with \(\Delta_1\), and \(\gamma\) would have no upper bound as \(X\to0\) at fixed \(E\).

## (d) Obtain \(\gamma\) as a function of \(E\) and \(X\)

**Solution.** Measure lengths in \(x_{\max}\) and energies in \(E_{10}\). Then \(1/E_{20}=E\), and the bracket in part (a) has the unit \(x_{\max}^4/E_{10}^3\). Since \(4e^4x_{\max}^4/E_{10}^3=4e^4K^2/E_{10}^5=\gamma_0\), the bracket in these units equals \(\gamma/\gamma_0\).

The first amplitude is
\[
w_1=\Delta_1x_{01}+E\,x_{12}x_{02}
=-\sqrt{\frac{1-s^2}{1-E}}\,\left[(2-E)-E^2\right].
\]
Because \(2-E-E^2=(1-E)(2+E)\),
\[
w_1=-\sqrt{1-E}\,(2+E)\sqrt{1-s^2}.
\]
The second is
\[
w_2=x_{12}x_{01}+E\,\Delta_2x_{02}
=X\sqrt{\frac{E(1+s)}{1-E}}\,\left[1+E(1-2E)\right].
\]
Because \(1+E-2E^2=(1-E)(1+2E)\),
\[
w_2=\sqrt{1-E}\,(1+2E)\,X\sqrt{E(1+s)} .
\]
The two factors in the negative term are
\[
P=s+E^2(1-s),\qquad Q=s+E^3(1-s).
\]
Thus \(\gamma/\gamma_0=w_1^2+Ew_2^2-PQ\), or
\[
\frac{\gamma}{\gamma_0}=a(1-s^2)+b\,s(1+s)-PQ,
\]
\[
a=(1-E)(2+E)^2,\qquad b=E^2(1-E)(1+2E)^2 .
\]
Individual matrix elements diverge when levels 1 and 2 approach each other, \(E\to1\), but \(\gamma\) does not. The divergences cancel inside \(w_1\) and \(w_2\).

## (e) Find the sharp upper and lower bounds of this function

**Solution.** For the lower bound, \(a\) and \(b\) are non-negative, while \(P\) and \(Q\) lie between 0 and 1. Hence \(\gamma/\gamma_0\ge-1\), in agreement with part (b).

For the upper bound, three facts are needed:

- Expansion gives \(a=4-3E^2-E^3\).
- The identity \(2-(1-E)(1+2E)^2=(1+E)(1-2E)^2\ge0\) gives \(b\le2E^2\).
- Since \(P\ge s\) and \(Q\ge s\), \(PQ\ge s^2\).

Therefore
\[
4-\frac{\gamma}{\gamma_0}=(4-a)+as^2-b\,s(1+s)+PQ
\]
\[
\ge3E^2+E^3+as^2-2E^2s-2E^2s^2+s^2 .
\]
Regrouping the right side gives
\[
4-\frac{\gamma}{\gamma_0}\ge E^3+as^2+2E^2(1-s)+E^2(1-s^2)+s^2(1-E^2)\ge0 .
\]
The three-level bounds are
\[
-\frac{e^4\hbar^4}{m^2}\frac{N^2}{E_{10}^5}\;\le\;\gamma\;\le\;4\,\frac{e^4\hbar^4}{m^2}\frac{N^2}{E_{10}^5}.
\]

To see that neither number can be improved within the ansatz, let \(E\to0\) at fixed \(X\). Then \(a\to4\), \(b\to0\) and \(PQ\to s^2\), so
\[
\frac{\gamma}{\gamma_0}\to4-5X^4 .
\]
This approaches \(4\) for \(X\to0\) and \(-1\) for \(X\to1\).

At the positive end, the transition to level 1 loses its oscillator strength, but its dipole difference grows. For \(E\to0\), \(x_{01}\Delta_1\to-2x_{\max}^2\sqrt{1-s^2}\), which tends to \(-2x_{\max}^2\) as \(X\to0\). The square of this product gives the factor 4. At the negative end of this limit, level 1 takes all the strength from the ground state, and its dipole difference vanishes.

The lower bound is also approached in a second way. As \(E\to1\) at fixed \(X\), \(a\) and \(b\) vanish while \(P\) and \(Q\) tend to 1, so \(\gamma/\gamma_0\to-1\). Here \(\Delta_1\) diverges, but \(w_1\) and \(w_2\) vanish. Levels 1 and 2 then share all the strength from the ground state at nearly the same energy.

The endpoints need separate care. At \(X=0\), rule \((0,1)\) would require \(x_{02}x_{12}=0\), although both elements are non-zero at finite \(E_{20}\). This point is excluded. At \(X=1\), \(x_{02}=0\), and rule \((0,2)\) requires \(E=1/2\). There \(b=\tfrac14\cdot\tfrac12\cdot4=\tfrac12\) and \(P=Q=1\), hence \(\gamma/\gamma_0=2b-1=0\). The rules leave \(\Delta_2\) free at this point, but it does not enter \(\gamma\) because \(x_{02}=0\). The case \(\Delta_2=0\) is the harmonic oscillator, whose energy in a uniform field is quadratic in \(F\). For \(0<X<1\) and finite \(E_{20}\), the term \(a(1-s^2)\) in \(\gamma/\gamma_0\) and the term \(E^3\) in the estimate of \(4-\gamma/\gamma_0\) are positive, so both inequalities are strict. The bounds are therefore approached but not attained at any finite \(E_{20}>E_{10}\). The upper one is approached as \(E_{20}\to\infty\) with \(X\to0\), the lower one either as \(E_{20}\to\infty\) with \(X\to1\) or as \(E_{20}\to E_{10}\) at fixed \(X\).

## (f) Evaluate a case near the upper bound

Use atomic units, \(e=\hbar=m=1\), with \(N=4\), \(E_{10}=0.1\) hartree, \(E_{20}=1\) hartree and \(X=0.4\).

**Solution.** Here \(K=2\), \(E=0.1\) and \(x_{\max}=\sqrt{2/0.1}=4.4721\) bohr. The formulas of part (c) give, in bohr,
\[
x_{01}=1.7889,\quad x_{02}=1.2961,\quad x_{12}=1.6055,
\]
\[
\Delta_1=-22.1032,\quad \Delta_2=1.7727 .
\]
In ordinary atomic units, the amplitudes are
\[
w_1=\frac{(-22.1032)(1.7889)}{0.1}+\frac{(1.6055)(1.2961)}{1}\approx-393.3,
\]
\[
w_2=\frac{(1.6055)(1.7889)}{0.1}+\frac{(1.7727)(1.2961)}{1}\approx31.0 .
\]
The positive part of \(\gamma\) is \(4(w_1^2/0.1+w_2^2/1)\approx6.192\times10^6\), and the negative part is
\[
-4\left(\frac{1.7889^2}{0.1}+\frac{1.2961^2}{1}\right)\left(\frac{1.7889^2}{0.1^2}+\frac{1.2961^2}{1^2}\right)\approx-0.043\times10^6 .
\]
Their sum is \(\gamma\approx6.148\times10^6\) a.u. With \(\gamma_0=4^2/0.1^5=1.6\times10^6\) a.u., this is \(3.843\,\gamma_0\). The bounds are \(-1.6\times10^6\) and \(6.4\times10^6\) a.u., or \(-9.98\times10^{-59}\) and \(3.99\times10^{-58}\ \mathrm{C^4\,m^4\,J^{-3}}\).

The same elements give \(7.99K\) in rule \((1,2)\), where zero is required. The model is close to its largest \(\gamma\), but it is far from being a complete quantum system.

## (g) What do the bounds say about actual potentials?

**Solution.** The lower bound applies to every system covered by the opening assumptions. The upper bound has been proved here only for the three-level ansatz. The same construction with more levels does not preserve it. Take four levels with energies \(0,\,1,\,1.01,\,100\) in units of \(E_{10}\), set \(x_{01}=x_{02}=0.05\,x_{\max}\), and choose \(x_{03},x_{12},x_{13}>0\) and \(x_{23}<0\). Fixing the remaining elements by rules \((0,0)\), \((1,1)\), \((2,2)\), \((0,1)\), \((0,2)\), \((0,3)\) and \((1,2)\) gives \(\gamma/\gamma_0\approx7.8\). That model is also truncated and need not correspond to any potential. Whether \(4\gamma_0\) bounds a complete spectrum is therefore a conjecture, which solved potentials can probe but not prove.

For one electron, diagonalization on a grid of 80 points and summation over the resulting states give:

- \(\gamma/\gamma_0\approx-0.51\) for an infinite square well;
- \(\gamma/\gamma_0\approx0.62\) for a harmonic oscillator cut in half by a hard wall at its centre;
- \(\gamma/\gamma_0\approx1.10\) for the potential \(V=x\) in atomic units, between hard walls at 0 and 14 bohr.

For the last potential, the three lowest levels alone give \(-1.48K\) in rule \((2,2)\), while all levels of the grid give \(0.999K\), the remaining deviation from \(K\) being discretization error. The higher states do repair the rule that three levels violate.

A wider sample consists of 1000 potentials in a box of length 1 bohr, each a sum of six cosines with random coefficients and random overall strength. On a grid of 48 points, \(\gamma/\gamma_0\) ranges from about \(-0.60\) to \(2.03\). None of these potentials exceeds either bound, and none comes close to either: the extremes reach about 60% of the lower bound and about half of the upper one. The sample does not determine how closely a better-chosen potential could approach them.

All numerical values are calculated from the stated model.
